Polar-Optical Phonon Absorption and Emission Rates for Parabolic Electrons

**1. An electron at rest**

Take an electron at the bottom of a parabolic band, in a polar crystal whose longitudinal optical phonons all have energy ħω. It has no energy to give away, so it cannot emit a phonon. It can absorb one, and its final wavevector then has length k₀, where

ħ²k₀²/2m = ħω, so k₀ = √(2mω/ħ).

The phonon supplies all of this momentum, so its wavevector also has length k₀. Section 2 shows that the squared coupling to one mode has the form |M_q|² = C/(Vq²), with V the crystal volume. With N phonons per mode, Fermi's golden rule gives

W = (2π/ħ) N ∫ [4πq² dq/(2π)³] (C/q²) δ(ħ²q²/2m − ħω).

The factors q² cancel. The delta function contributes the inverse slope of its argument, m/(ħ²k₀), and therefore

W = (2π/ħ) N (C/2π²) m/(ħ²k₀) = N C m/(πħ³k₀).

This is finite although the electron has no speed, because the final states lie on a sphere of nonzero radius. In the reverse process, an electron of energy ħω emits a phonon and comes to rest. Its final sphere has shrunk to a point, and the emission rate is zero there. These two facts are the low-energy ends of the general result.

**2. The strength of the coupling**

Assume an isotropic crystal with one dispersionless longitudinal branch, which accounts for the whole difference between the high-frequency permittivity ε∞ and the static permittivity εs. Both are absolute permittivities in SI units. Write

β = 1/ε∞ − 1/εs.

The interaction of a charge at r with the lattice is linear in the phonon operators:

H_int = Σ_q [M_q exp(iq·r) a_q + M_q* exp(−iq·r) a_q†].

To find M_q, hold two electrons fixed at r₁ and r₂. Each mode then has the Hamiltonian ħω a†a + c a + c* a†, apart from its zero-point energy, with c = M_q[exp(iq·r₁) + exp(iq·r₂)]. Completing the square gives

ħω a†a + c a + c* a† = ħω (a† + c/ħω)(a + c*/ħω) − |c|²/ħω.

The shifted operators have the same commutator as the old ones, so every level moves down by the same amount, |c|²/ħω. With r = r₁ − r₂,

|c|² = |M_q|² (2 + 2 cos q·r).

The part that depends on r is an interaction energy carried by the lattice:

U(r) = −Σ_q 2|M_q|² cos(q·r)/ħω.

The same energy follows from electrostatics. With the ions frozen, the repulsion is e²/(4πε∞r); with the ions relaxed, it is e²/(4πεs r). Since 1/(4πr) = (1/V) Σ_q cos(q·r)/q², the change on relaxation is

U(r) = −(e²β/V) Σ_q cos(q·r)/q².

The two expressions must agree for every r, hence for every q:

|M_q|² = e²ħωβ/(2Vq²), or C = e²ħωβ/2.

The factor 1/q² reflects the long range of the Coulomb force and favours small momentum transfers.

Put this C into the rate of Section 1. Since m/(ħk₀) = √(m/2ħω),

W = N e²ωβ m/(2πħ²k₀) = 2αωN,

where the dimensionless coupling constant is

α = (e²β/4πħ) √(m/2ħω).

**3. The golden rule for a moving electron**

Now let the electron have wavevector k and energy E = ħ²k²/2m above the band edge. Five further assumptions enter here: the phonons are in equilibrium, the final states are empty, free carriers do not screen the coupling, spin is conserved, and the overlap of the periodic parts of the Bloch functions is one.

The operator a_q removes a phonon and takes k to k + q, with squared matrix element N|M_q|². The operator a_q† adds a phonon and takes k to k − q, with squared matrix element (N+1)|M_q|². These are linear in the occupation number, so a thermal average replaces it by its mean,

N = 1/[exp(ħω/k_BT) − 1].

Let P stand for N in absorption and N+1 in emission. With c now the cosine of the angle between k and q, the energy differences that must vanish are

absorption: ħ²q²/2m + ħ²kqc/m − ħω
emission: ħ²q²/2m − ħ²kqc/m + ħω.

In both cases the slope with respect to c has magnitude ħ²kq/m. Integration over c therefore gives m/(ħ²kq) if the root lies between −1 and 1, and zero otherwise. The azimuthal angle gives 2π, so

W = (2π/ħ) P [V·2π/(2π)³] ∫ q² dq · e²ħωβ/(2Vq²) · m/(ħ²kq).

The volume cancels. The numerical factors are 2π · 1/(4π²) · 1/2 = 1/(4π), which leaves

W = P [e²ωβm/(4πħ²k)] ∫ dq/q = P [e²ωβm/(4πħ²k)] ln(q_max/q_min).

**4. The limits on q and the threshold**

Energy conservation fixes the final wavevector length k′:

k′² = k² + k₀² for absorption, k′² = k² − k₀² for emission.

A final state exists for emission if k′² ≥ 0, that is, if E ≥ ħω. This is the emission threshold. Momentum conservation makes k, k′ and q the sides of a triangle. As the angle between k and k′ runs from 0 to π, q runs from

q_min = |k − k′| to q_max = k + k′.

**5. From the logarithm to the inverse hyperbolic sine**

Let x = E/ħω, so that k = k₀√x. The prefactor becomes

e²ωβm/(4πħ²k) = (ω/√x)(e²β/4πħ)√(m/2ħω) = αω/√x.

For the logarithm, use artanh t = ½ ln[(1+t)/(1−t)], with t the smaller wavevector divided by the larger. Then

ln[(k + k′)/|k − k′|] = 2u, with tanh u = t.

To pass to the hyperbolic sine, use sinh²u = tanh²u/(1 − tanh²u).

In absorption k is the smaller, and tanh²u = x/(x+1). Then 1 − tanh²u = 1/(x+1) and sinh²u = x.

In emission k′ is the smaller, and tanh²u = (x−1)/x. Then 1 − tanh²u = 1/x and sinh²u = x − 1.

Since W = P(αω/√x)·2u, the rates are

W_abs = 2αω N √(ħω/E) arsinh√(E/ħω)

W_em = 2αω (N+1) √(ħω/E) arsinh√(E/ħω − 1) for E > ħω,

W_em = 0 for E ≤ ħω.

The square root in front is proportional to 1/k and comes from the angular integration. The inverse hyperbolic sine is half the logarithm of the ratio q_max/q_min.

As a test, the golden rule was also integrated directly over final wavevector and angle, with the delta function replaced by a Gaussian of standard deviation 0.01ħω. Absorption at x = 0.25, 1.5 and 4, and emission at x = 1.5 and 4, agreed with the formulas to within 4×10⁻⁵ relative to the formula values.

**6. Limits and the emission maximum**

For small x, arsinh√x ≈ √x, so W_abs → 2αωN, as in Section 1. Just above threshold,

W_em ≈ 2αω(N+1) √(E/ħω − 1).

The rate starts continuously from zero, but with infinite slope. The square root is that of the density of final states near the band edge.

For large x, arsinh√x = ln[√x + √(x+1)] ≈ ½ ln(4x). Both rates then approach

W ≈ αω P ln(4x)/√x.

The logarithm grows more slowly than the square root, so both rates eventually fall within this model.

Emission therefore has a maximum. Put √x = cosh u, which gives arsinh√(x−1) = u and W_em proportional to u/cosh u. Its derivative is

d(u/cosh u)/du = (1 − u tanh u)/cosh u.

The product u tanh u rises steadily from zero, so there is one maximum, at u tanh u = 1. This gives u = 1.200 and E = cosh²u · ħω = 3.28ħω. Absorption has no such maximum: with √x = sinh u it varies as u/sinh u, whose derivative has the sign of tanh u − u, which is negative for u > 0.

**7. Detailed balance**

Absorption at x and emission at x + 1 connect the same pair of energies and share the same u = arsinh√x:

√x W_abs(x) = 2αωN u, √(x+1) W_em(x+1) = 2αω(N+1) u.

Let b = ħω/k_BT. The Bose function satisfies N = (N+1)exp(−b), so

√x exp(−bx) W_abs(x) = √(x+1) exp[−b(x+1)] W_em(x+1).

The density of states is proportional to √x, and exp(−bx) is the Maxwellian occupation. In equilibrium, the upward and downward flows between each such pair of energies balance. Integration over x shows that the Maxwellian averages of the absorption and emission rates are equal.

**8. Scattering rate and loss of momentum**

Low-field mobility depends on how fast momentum is lost, so the angular distribution matters. Let μ be the cosine of the angle between k and k′. The squared coupling is proportional to 1/q², and

q² = A − Bμ, with A = k² + k′² and B = 2kk′.

The normalizing integral is

∫ dμ/(A − Bμ) = (1/B) ln[(A+B)/(A−B)] = 4u/B,

because (A+B)/(A−B) = [(k+k′)/(k−k′)]², whose logarithm is 4u. Next, write μ/(A−Bμ) = (1/B)[A/(A−Bμ) − 1], which gives

∫ μ dμ/(A − Bμ) = (1/B)(4uA/B − 2).

Dividing the second integral by the first gives the mean cosine:

⟨μ⟩ = (k² + k′²)/(2kk′) − 1/(2u).

When k or k′ tends to zero, B vanishes and the distribution becomes isotropic. Otherwise forward scattering is favoured. The average fraction of forward momentum lost in one event is 1 − (k′/k)⟨μ⟩, so 1/W is not a momentum-relaxation time. Because energy also changes, a mobility calculation has to follow how scattering links different energies.

**9. Numbers for gallium nitride**

Use rough values for gallium nitride at 300 K: m = 0.20 free-electron masses, ħω = 92 meV, and relative permittivities 8.9 (static) and 5.35 (high-frequency). They give α = 0.4055, N = 0.0293 and 2αω = 1.1335×10¹⁴ s⁻¹. The digits kept below serve to follow the arithmetic; the inputs do not justify such precision.

At E = 184 meV, x = 2. The wavevectors are k = 0.983 nm⁻¹ and, after emission, k′ = 0.695 nm⁻¹. Thus q runs from 0.288 to 1.678 nm⁻¹, the logarithm is 1.763, and half of it is 0.8814. Hence

W_em = 1.1335×10¹⁴ × 1.0293 × 0.8814/√2 = 7.27×10¹³ s⁻¹.

Absorption adds 0.27×10¹³ s⁻¹. The total is 7.54×10¹³ s⁻¹, a lifetime of 13 fs. At 40 meV absorption acts alone, with a rate of 3.1×10¹² s⁻¹ and a lifetime of 321 fs.

In the formulas the threshold is abrupt; Section 10 shows how far this can be trusted. At 93 meV, 1 meV above it, emission is already 12.1×10¹² s⁻¹ against 2.9×10¹² s⁻¹ for absorption. The maximum lies at about 301 meV, with an emission rate of 7.73×10¹³ s⁻¹. It is broad: at 400 meV the rate is still 7.64×10¹³ s⁻¹. Its position is therefore sensitive to the band shape: with the nonparabolic band of Section 11 it moves to about 410 meV.

In a Maxwellian distribution 6.8 % of the electrons lie above threshold, yet the mean emission and absorption rates are both 3.14×10¹² s⁻¹. Averaged over the electrons that can emit, the emission rate is 3.14×10¹²/0.068 ≈ 4.6×10¹³ s⁻¹.

For emission at 184 meV the mean cosine is 0.493. As k′/k = 0.707, the average event removes 1 − 0.707 × 0.493 = 65 % of the forward momentum. For absorption at 40 meV the mean cosine is 0.376 and k′/k = √(132/40) = 1.82, so the loss is 32 %. The gain in speed partly offsets the change of direction.

**10. Where the leading-order result is strained**

The golden rule assumes that a state lives long enough for its energy to be well defined. At 184 meV the width ħW is about 50 meV, or 0.54 of the phonon energy. The lifetime of 13 fs is also shorter than the phonon period, 2π/ω = 45 fs. The rate there is a leading-order estimate, not a precise prediction.

Near threshold the final state lies at the band edge, where absorption gives a width ħ·2αωN of 2.2 meV. The formulas make emission overtake absorption 0.06 meV above threshold, but so fine a detail is smaller than this width and should not be taken literally. The same holds for the rate at 93 meV in Section 9: the onset is smeared over several meV.

The same coupling shifts the electron energy. In second order, leaving out the thermal phonons because N is small here, and with q in units of k₀ and κ² = x,

δE/ħω = −(α/π) ∫₀^∞ dq ∫₋₁¹ dμ′/(1 + q² − 2qκμ′),

where μ′ is the cosine of the angle between k and q. Expanding to order κ² and integrating over μ′ gives

δE/ħω = −(2α/π) ∫₀^∞ dq [1/(1+q²) + (4κ²/3) q²/(1+q²)³].

The two q-integrals are π/2 and π/16, so δE = −αħω(1 + x/6) for x small compared with one; the expansion is not meant for energies near or above threshold. The constant part, −37 meV here, moves the band edge and drops out of energies measured from it. The other part reduces the curvature and raises the mass by the factor 1/(1 − α/6), about 7 %. If the mass put in was measured at low energy, it already contains this increase, which must not be added again.

**11. The model beside a real device**

The parameters are typical of gallium nitride, but its usual wurtzite crystal is uniaxial, while the model has one mass, one phonon energy and isotropic permittivities. The changes below refer to emission at 184 meV and 300 K, with the other inputs held fixed.

- A mass larger by 10 % raises the rate by 4.9 %, since W is proportional to √m at fixed energy.
- W is proportional to β, a difference of two inverse permittivities, and so is sensitive to εs. Values often quoted for the two directions of wurtzite gallium nitride, 9.5 and 10.4 in place of 8.9, raise the rate by 9.5 % and 22 %.
- A nonparabolic band, E(1 + aE) = ħ²k²/2m with a = 0.188 eV⁻¹, raises it by 0.4 % at unit overlap. The correction grows with energy, to about 5 % at 400 meV. A true overlap below one would lower it.
- Static Debye screening by 10¹⁷ electrons per cm³, computed with the static permittivity, lowers it by 4.9 %. This is the long-wavelength static estimate. The phonon wavevectors here are not small against the thermal electron wavevector, 0.37 nm⁻¹, so even static screening would be weaker. The plasma energy, 11 meV, is far below the phonon energy, so the carriers cannot follow the lattice as static screening assumes. The size and sign of the actual change require a frequency-dependent calculation, which is not made here.
- At that density the band-edge occupation is about 4.5 %, which is the approximate blocking for electrons that land at the edge. It is smaller for those landing higher.

The largest q is 0.28 of π/c for a lattice constant c of about 0.52 nm, which supports the long-wavelength coupling. In a field of 10 kV/cm, an electron at 184 meV moving along the electric force gains 7.5 meV over a free path of 7.5 nm, 8 % of the phonon energy. Below threshold the polar-optical free path is much longer, 85 nm at 40 meV, and the gain over it in the same field is 85 meV unless other scattering intervenes. Power devices reach fields of hundreds of kV/cm and more, where the gain is not small at any of these energies and the Maxwellian averages of Section 9 do not apply.

Working power devices heat up. At 450 K, with the material parameters unchanged, N is 3.5 times its value at 300 K. Absorption rises by that factor, while the total rate at 184 meV rises by 16 %, because emission depends on N+1. The relative increase is therefore largest for electrons below threshold, whose polar-optical scattering is absorption alone. These figures assume equilibrium phonons; under strong fields the emitted phonons can accumulate and raise N above its value at the lattice temperature.

In some gallium nitride transistors the electrons move in a thin layer at an interface. Their motion across the layer is quantized, so the integral over final states in Section 3 no longer applies. The bulk formulas do not tell how far the rate then moves; that needs the wavefunctions of the layer. The numerical output below lists the values for the bulk case.

Table of computed values

```
Effective mass: 0.20 m0
Phonon energy: 92.0 meV
Relative permittivities static, high-freq: 8.9, 5.35
Temperature: 300 K; kT = 25.85 meV
Phonon angular frequency: 1.3977e+14 1/s
Phonon occupation N: 0.02931
Coupling constant alpha: 0.4055
Rate scale 2*alpha*w: 1.1335e+14 1/s
Lattice part of Coulomb energy at 5 nm: -21.47 meV
E (meV) | absorption | emission | total (1e12 1/s) | lifetime (fs)
  40 | 3.119 | 0.000 | 3.119 | 320.60
  80 | 2.967 | 0.000 | 2.967 | 337.02
  93 | 2.925 | 12.076 | 15.001 | 66.66
 102 | 2.897 | 35.900 | 38.797 | 25.77
 150 | 2.769 | 66.516 | 69.286 | 14.43
 184 | 2.693 | 72.713 | 75.405 | 13.26
 300 | 2.490 | 77.323 | 79.813 | 12.53
 400 | 2.360 | 76.364 | 78.724 | 12.70
Zero-energy absorption rate: 3.322 1e12/s
Emission equals absorption above threshold by: 0.0580 meV
Peak: u = 1.19968, E/hw = 3.2767, E = 301.5 meV
Peak emission rate: 77.32 1e12/s
Maxwellian mean absorption: 3.1380 1e12/s
Maxwellian mean emission: 3.1380 1e12/s
Electrons above threshold: 6.82 %
Largest error, broadened golden rule: 3.3e-05 (relative)
Emission at 0.9 hw / (2 alpha w), broadened: 2.4e-25
Emission at 184 meV:
  k, k': 0.9828, 0.6949 1/nm
  q_min, q_max: 0.2879, 1.6777 1/nm
  ln(q_max/q_min): 1.7627
  arsinh factor: 0.8814
  speed: 5.689e+07 cm/s; free path: 7.54 nm
  mean cosine: 0.493
Mean cosine, absorption at 40 meV: 0.376
Neglected effects (emission at 184 meV unless stated):
  nonparabolicity 0.188 1/eV: +0.4 %
  mass larger by 10 %: +4.9 %
  static screening, 1e17 cm^-3: -4.9 %
  plasma energy, 1e17 cm^-3: 11.4 meV
  band-edge filling n/Nc, 1e17 cm^-3: 4.5 %
  N at 450 K: 0.1028; ratio to 300 K: 3.51
  total rate change at 450 K: +15.8 %
  energy gain per free path, 10 kV/cm: 7.5 meV
  q_max / (pi/c), c = 0.52 nm: 0.28
  lifetime width hbar*W: 49.6 meV
  lifetime width / phonon energy: 0.54
  width hbar*W at band edge: 2.19 meV
  polaron energy shift: -37.3 meV
  polaron mass change: +7.3 %
```
